# Two phonon groups in a slab: average suppressions, not mean free paths

## The problem

A slab of thickness $L=1000$ Å lies between a hot contact at temperature $T_h$ and a cold contact at $T_c$. Heat flows across the slab, along $x$. Two groups of phonons carry it. Their mean free paths are $\Lambda_1=100$ Å and $\Lambda_2=10000$ Å, and in a very thick sample they contribute equally to the thermal conductivity, $k_1=k_2$.

For a single group with one mean free path $\Lambda$ (a gray medium), the passage from diffusive to ballistic transport is described approximately by the interpolation

$$
S(\Lambda/L)=\frac{k_{\rm eff}}{k}=\frac{1}{1+\dfrac{4\Lambda}{3L}} ,
\qquad k_{\rm eff}=\frac{qL}{T_h-T_c}.
$$

Here $q$ is the heat flux and $k$ the bulk conductivity. The effective conductivity is defined with the contact temperatures, not with the temperature gradient inside the slab. What fraction of its bulk conductivity does the slab retain?

The algebra uses atomic units, with $k_B=1$ as well, so that temperature is an energy. Numbers are in eV and Å, with $\hbar/\text{eV}$ as the unit of time. A conductivity then has the unit eV/($\hbar$ Å).

## A tempting solution

The interpolation asks for one mean free path, and the slab has two. It seems natural to form their mean, weighted by the conductivity each group carries:

$$
\bar\Lambda=\frac{k_1\Lambda_1+k_2\Lambda_2}{k_1+k_2}
=\frac{100+10000}{2}\ \text{Å}=5050\ \text{Å}.
$$

Inserting this in $S$ gives

$$
S(\bar\Lambda/L)=\frac{1}{1+\dfrac{4\times5050}{3\times1000}}
=\frac{1}{7.733}=0.129 .
$$

The slab would retain about 13 percent of its bulk conductivity.

## Where it fails

The short-path group alone shows that something is wrong. It carries half of the bulk conductivity, and its mean free path is a tenth of the thickness. Most of its contribution should survive, yet the calculation has cut it to 13 percent along with everything else.

The fault is the order of two operations. Heat fluxes of independent groups add, so the quantity to be averaged is $S$, not $\Lambda$. The order matters because $S$ is not linear in $\Lambda$. To see by how much, write

$$
u=\frac{4\Lambda_1}{3L},\qquad w=\frac{4\Lambda_2}{3L},\qquad m=\frac{u+w}{2}.
$$

For equal bulk conductivities the average of the two factors is

$$
R=\frac12\left(\frac1{1+u}+\frac1{1+w}\right)
=\frac{2+u+w}{2(1+u)(1+w)}=\frac{1+m}{(1+u)(1+w)} ,
$$

while the tempting solution uses $1/(1+m)$. The difference is

$$
R-\frac1{1+m}=\frac{(1+m)^2-(1+u)(1+w)}{(1+m)(1+u)(1+w)} .
$$

In the numerator, $(1+m)^2=1+u+w+m^2$ and $(1+u)(1+w)=1+u+w+uw$. What remains is $m^2-uw=(w-u)^2/4$, so

$$
R-\frac1{1+m}=\frac{(w-u)^2}{4(1+m)(1+u)(1+w)}\ \ge 0 .
$$

Using the mean path therefore underestimates the retained fraction whenever the two paths differ. The error is of second order in $w-u$, which makes the shortcut harmless for nearly equal paths. Here the paths differ by a factor of 100.

One may ask whether some other average path would do. The path $\Lambda_*$ that reproduces $R$ satisfies $1+4\Lambda_*/(3L)=1/R$, hence

$$
\frac{4\Lambda_*}{3L}=\frac{(1+u)(1+w)}{1+m}-1=\frac{m+uw}{1+m} ,
$$

where $(1+u)(1+w)=1+2m+uw$ was used. In a thick slab $u$ and $w$ are small and the right side tends to $m$, so $\Lambda_*$ is the arithmetic mean. In a thin slab both are large, the right side tends to $uw/m$, and $\Lambda_*$ becomes the harmonic mean $2\Lambda_1\Lambda_2/(\Lambda_1+\Lambda_2)$. The equivalent path depends on the thickness and is not a property of the material.

## The right solution

### Transport in one group

The interpolation itself can be derived, which shows what it assumes. Let $C$ be the heat capacity per volume of one group and $v$ its speed, taken to be the same in all directions. Let $\mu$ be the cosine of the angle between a phonon's velocity and the $x$ axis. For small temperature differences, the phonons travelling in direction $\mu$ can be described by a directional temperature $\theta(x,\mu)$. In the relaxation-time approximation scattering drives it towards a local temperature $T(x)$:

$$
\mu\Lambda\frac{\partial\theta}{\partial x}=T-\theta,
\qquad q=\frac{Cv}{2}\int_{-1}^{1}\mu\,\theta\,d\mu .
$$

The factor $1/2$ comes from averaging over the sphere of directions. Integrating the first equation over $\mu$ gives

$$
\frac{2\Lambda}{Cv}\frac{dq}{dx}=2T-\int_{-1}^{1}\theta\,d\mu .
$$

In the steady state a group that exchanges no energy with others has $dq/dx=0$, so $T=\frac12\int_{-1}^{1}\theta\,d\mu$.

Now try the diffusive form

$$
\theta(x,\mu)=T(x)-\mu\Lambda T'(x),\qquad T'=\text{constant}.
$$

Since $T''=0$, we have $\partial\theta/\partial x=T'$, and both sides of the transport equation equal $\mu\Lambda T'$. The form thus solves the equation inside the slab for any $\Lambda$, long or short. Its flux is

$$
q=\frac{Cv}{2}\left(-\Lambda T'\right)\int_{-1}^{1}\mu^2d\mu=-kT',
\qquad k=\frac{Cv\Lambda}{3}.
$$

### The contacts

The approximation enters at the contacts. Assume that they are black: they absorb every phonon that reaches them and emit phonons at their own temperature. At $x=0$ this requires $\theta(0,\mu)=T_h$ for every $\mu>0$. The diffusive form varies with $\mu$ and cannot satisfy this direction by direction. We ask instead that it carry the right total flux into the slab:

$$
\int_0^1\mu\,\theta(0,\mu)\,d\mu=\frac{T(0)}2-\frac{\Lambda T'}3=\frac{T_h}2 .
$$

Hence $T_h-T(0)=-\frac23\Lambda T'$. Because $T'=-q/k=-3q/(Cv\Lambda)$, this is

$$
T_h-T(0)=\frac{2q}{Cv}.
$$

At $x=L$ the incoming phonons have $\mu<0$, and

$$
\int_{-1}^0\mu\,\theta(L,\mu)\,d\mu=-\frac{T(L)}2-\frac{\Lambda T'}3=-\frac{T_c}2 ,
$$

which gives $T(L)-T_c=-\frac23\Lambda T'=2q/(Cv)$, the same jump. The drop across the interior is $qL/k$. Adding the three drops,

$$
T_h-T_c=\frac{qL}{k}+\frac{4q}{Cv}.
$$

Multiplication by $k/(qL)$ turns the left side into $k/k_{\rm eff}$:

$$
\frac{k}{k_{\rm eff}}=1+\frac{4k}{CvL}=1+\frac{4\Lambda}{3L},
$$

which is the stated interpolation.

In this approximation the ratio of flux to internal gradient is still the bulk $k$. The reduction comes from the temperature jumps at the contacts. The interior accounts for a share $S$ of the total thermal resistance, and the contacts for $1-S$.

Both limits are sensible. For $\Lambda\ll L$ the jumps are negligible and $S\to1$. For $\Lambda\gg L$, $S\to3L/(4\Lambda)$ and

$$
q\to\frac{Cv\Lambda}{3}\,\frac{3L}{4\Lambda}\,\frac{T_h-T_c}{L}=\frac{Cv}{4}(T_h-T_c).
$$

Free flight gives the same flux directly. Without scattering, $\theta=T_h$ for $\mu>0$ and $\theta=T_c$ for $\mu<0$, so $q=\frac{Cv}{2}\left(\frac{T_h}{2}-\frac{T_c}{2}\right)$.

### Two groups in parallel

Suppose the groups exchange no energy inside the slab. Both see the same contact temperatures, and their fluxes add:

$$
k_{\rm eff}=k_1S(\Lambda_1/L)+k_2S(\Lambda_2/L).
$$

The two factors are

$$
S_1=\frac1{1+\frac{4}{30}}=\frac{15}{17}=0.882,
\qquad
S_2=\frac1{1+\frac{40}{3}}=\frac3{43}=0.070 .
$$

With $k_1=k_2$ the retained fraction is

$$
R=\frac{S_1+S_2}{2}=\frac12\,\frac{15\times43+3\times17}{17\times43}
=\frac{348}{731}=0.476 .
$$

The slab retains about 48 percent of its bulk conductivity, not 13 percent.

## Reading the result

To attach fluxes to these factors, take the round values $k_1=k_2=0.1$ eV/($\hbar$ Å) and $T_h-T_c=0.001$ eV. They are model parameters and represent no particular material. The effective conductivity is

$$
k_{\rm eff}=0.1\times0.8824+0.1\times0.0698=0.0952\ \text{eV}/(\hbar\,\text{Å}),
$$

or about 20 W/(m K). The group fluxes follow from $q_i=k_iS_i(T_h-T_c)/L$:

$$
q_1=\frac{0.08824\times0.001}{1000}=8.82\times10^{-8}\ \text{eV}^2/(\hbar\,\text{Å}^2),
$$

$$
q_2=\frac{0.00698\times0.001}{1000}=6.98\times10^{-9}\ \text{eV}^2/(\hbar\,\text{Å}^2).
$$

The short-path group carries about 93 percent of the heat, although the groups are equal partners in the bulk. In the interpolation the contacts supply 12 percent of the thermal resistance for this group and 93 percent for the long-path group. This split between contacts and interior is less reliable than the flux itself: for the long-path group the full transport equation gives an interior temperature drop about twice the interpolated one, although the flux changes by less than 2 percent.

The result lies close to one half for two reasons: the groups have equal bulk conductivities, and $L$ lies well between the two paths, so that one group keeps most of its conductivity and the other loses most of its own. For $\Lambda_1\ll L\ll\Lambda_2$, expanding each factor to leading order gives

$$
R\approx\frac12\left(1-\frac{4\Lambda_1}{3L}+\frac{3L}{4\Lambda_2}\right).
$$

The first correction is what the short-path group loses at the contacts, and the second is what the long-path group still carries ballistically. Here they are $0.133$ and $0.075$. The loss is the larger, so $R$ falls below one half.

The thickness at which the two balance can be found without the expansion. Setting $R=\frac12$ in the expression for $R$ in terms of $u$ and $w$ requires $2+u+w=(1+u)(1+w)$, that is, $uw=1$, or

$$
L=\frac43\sqrt{\Lambda_1\Lambda_2}.
$$

For the present paths this is about 1330 Å. The given slab is thinner, in agreement with a retained fraction below one half.

## How far the answer can be trusted

### The interpolation

The contact condition was met only on average over directions. To measure the consequence, the gray transport equation can be solved without assuming the diffusive form. For $\mu>0$, integrating it along a phonon's path from the hot contact gives

$$
\theta(x,\mu)=T_he^{-x/(\mu\Lambda)}+\int_0^x T(x')\,e^{-(x-x')/(\mu\Lambda)}\frac{dx'}{\mu\Lambda}.
$$

The expression for $\mu<0$ starts from the cold contact in the same way. Define $E_n(z)=\int_0^1\mu^{n-2}e^{-z/\mu}d\mu$. Averaging $\theta$ over all directions then yields an equation for the temperature alone:

$$
T(x)=\frac12\left[T_hE_2\!\left(\tfrac{x}{\Lambda}\right)+T_cE_2\!\left(\tfrac{L-x}{\Lambda}\right)+\int_0^L E_1\!\left(\tfrac{|x-x'|}{\Lambda}\right)T(x')\frac{dx'}{\Lambda}\right].
$$

Its numerical solution, with $T$ constant in each of many thin cells, gives $S_1=0.876$ and $S_2=0.069$. The retained fraction is then 47.2 percent, against 47.6 percent from the interpolation. A test confirms that halving the number of cells changes either factor by less than one part in a thousand.

In a scan of nine values of $\Lambda/L$ from 0.1 to 10, the interpolation lies above the numerical $S$ each time. The largest excess, relative to the numerical value, is 3.3 percent, at $\Lambda/L=1.78$. Neither group of this problem lies near that ratio.

### Exchange between the groups

The second assumption is that each group keeps its own energy. The groups then have different temperatures at the same place. Near the hot contact, for example, the interpolation model puts the short-path group about 6 percent of $T_h-T_c$ below $T_h$, and the long-path group about 47 percent below, since each jump is $(1-S_i)/2$ of the total drop. Scattering between the groups would act to reduce this difference.

A simple model of such exchange lets both groups relax towards one common temperature $T(x)$. Write $T_i=\frac12\int_{-1}^{1}\theta_i\,d\mu$. Integrating each group's transport equation over $\mu$ gives

$$
\frac{dq_i}{dx}=\frac{C_iv_i}{\Lambda_i}(T-T_i).
$$

Now only the total flux must be constant, so the sum of the right sides vanishes:

$$
T=\frac{a_1T_1+a_2T_2}{a_1+a_2},\qquad a_i=\frac{C_iv_i}{\Lambda_i}=\frac{3k_i}{\Lambda_i^2}.
$$

For equal conductivities $a_1/a_2=(\Lambda_2/\Lambda_1)^2=10^4$. The common temperature is therefore almost that of the short-path group.

The numerical solution of this coupled problem retains 47.3 percent, close to the value for independent groups. The individual fluxes now vary with $x$, so the group factors are computed from slab averages. The short-path factor hardly moves, from 0.8756 to 0.8754. The long-path factor rises from 0.0687 to 0.0702.

The sign and rough size of this rise can be derived. Long-path phonons that scatter at $x'$ leave equally in both directions. If attenuation on their way is neglected, they add to the flux on the cold side of $x'$ and subtract from it on the hot side. Averaged over the slab, their contribution is

$$
\delta q=\frac{C_2v_2}{2\Lambda_2L}\int_0^L T(x')\,(L-2x')\,dx' .
$$

A uniform temperature contributes nothing. A linear profile with total drop $D$ inside the slab gives an integral of $DL^2/6$, and hence

$$
\delta q=\frac{C_2v_2}{4}\,D\,\frac{L}{3\Lambda_2}.
$$

In the interpolation, $D$ for independent groups is the small interior drop of the long-path group, $S_2(T_h-T_c)$. With a common temperature it is nearly that of the short-path group, $S_1(T_h-T_c)$. Relative to the ballistic flux, the gain is $(S_1-S_2)L/(3\Lambda_2)=0.81/30=0.027$. Since the ballistic factor is $3L/(4\Lambda_2)=0.075$, the estimated rise in the long-path factor is 0.0020. The numerical rise is 0.0015. The estimate is only rough, since it neglects attenuation and takes both interior drops from the interpolation.

### Conditions

Both transport calculations give 47 percent when rounded, against 48 percent from the interpolation. Tests confirm that each differs from the interpolated fraction by less than one percentage point. All three results share the remaining assumptions: black contacts, small temperature differences, isotropic speeds and relaxation-time scattering. If a contact reflects phonons, the incoming-flux condition changes and the factor $4/3$ can no longer be taken over. Nor does the factor apply to heat flow along the slab, where the faces reduce the conductivity by scattering phonons and not through temperature jumps. The values behind these comparisons are in the numerical output.

## Values computed for the example and the checks

```
slab thickness: 1000 angstrom
contact temperature difference: 0.001 eV
short-path group: mean free path: 100 angstrom
short-path group: bulk conductivity: 0.100 eV/(hbar angstrom)
short-path group: cv: 3.000e-03 eV/(hbar angstrom^2)
short-path group: path/thickness: 0.1 (no unit)
short-path group: interpolated S: 15/17 = 0.88235 (no unit)
short-path group: contact share of resistance: 11.76 percent
short-path group: effective conductivity: 0.08824 eV/(hbar angstrom)
short-path group: heat flux: 8.8235e-08 eV^2/(hbar angstrom^2)
short-path group: share of heat flux: 92.67 percent
short-path group: numerical S, independent groups: 0.8756 (no unit)
short-path group: numerical S, common temperature: 0.8754 (no unit)
long-path group: mean free path: 10000 angstrom
long-path group: bulk conductivity: 0.100 eV/(hbar angstrom)
long-path group: cv: 3.000e-05 eV/(hbar angstrom^2)
long-path group: path/thickness: 10.0 (no unit)
long-path group: interpolated S: 3/43 = 0.06977 (no unit)
long-path group: contact share of resistance: 93.02 percent
long-path group: effective conductivity: 0.00698 eV/(hbar angstrom)
long-path group: heat flux: 6.9767e-09 eV^2/(hbar angstrom^2)
long-path group: share of heat flux: 7.33 percent
long-path group: numerical S, independent groups: 0.0687 (no unit)
long-path group: numerical S, common temperature: 0.0702 (no unit)
total bulk conductivity: 0.200 eV/(hbar angstrom)
total effective conductivity: 0.09521 eV/(hbar angstrom)
total effective conductivity, converted: 19.97 W/(m K)
total heat flux: 9.5212e-08 eV^2/(hbar angstrom^2)
retained fraction, interpolation: 348/731 = 47.61 percent
retained, numerical, independent groups: 47.22 percent
retained, numerical, common temperature: 47.28 percent
conductivity-weighted mean path: 5050 angstrom
retained if mean path is used in S: 12.93 percent
numerical S / ballistic limit at path/thickness 1000: 0.9990 (no unit)
numerical S at path/thickness 0.02: 0.974 (no unit)
largest interpolation excess in scan: 3.3 percent
path/thickness at largest excess: 1.78 (no unit)
scan range of path/thickness: 0.1 to 10.0 (no unit)
```
